# Fractional charge at a domain wall of the Rice-Mele chain

## Problem

Electrons of one spin species, without interactions, hop on a chain with cell length $a$. Site A of cell $n$ lies at $na$ and has energy $+\Delta$. Site B lies at $(n+\tfrac12)a$ and has energy $-\Delta$. The hopping amplitude is $-(t+\delta)$ between A and B of the same cell and $-(t-\delta)$ between B and the A site of the next cell, with $0<|\delta|<t$. An electron has charge $-e$, and every site carries a fixed background charge $+e/2$, so the half-filled chain is neutral.

A domain wall joins a left bulk L to a right bulk R. If $q_j$ is the total charge on the site at $x_j$, the charge of the wall is defined by
$$Q=\sum_j q_j f(x_j),$$
where $f=1$ in a wide region around the wall and falls to zero deep inside both bulks, over a length $\ell\gg a$. The smooth fall matters: for $\Delta\neq0$ the site charges alternate in the bulk, and with a sharp cut the sum would depend on the site at which it ends.

(a) Show that the two bulk polarisations determine $Q$ up to a multiple of $e$.

(b) Find the polarisation of the uniform chain.

(c) Let $\delta$ change from a positive value on the left to its negative on the right, with $\Delta>0$ the same everywhere. Find $Q$, including the integer part. What happens for $\Delta\to0$, the Su-Schrieffer-Heeger (SSH) limit? Which fractions are possible?

(d) Evaluate $Q$ for the model parameters $t=1$ eV, $\delta=0.2$ eV, $\Delta=0.3$ eV, and include the second spin species.

## Hints

1. Describe the occupied states by Wannier functions. Far from the wall they are those of the bulk. How many orbitals can be left over near the wall?
2. A sum of a slowly varying function over equally spaced points is an integral. Watch where the integral begins.
3. Write the Bloch Hamiltonian as $\mathbf h\cdot\boldsymbol\sigma$. With true site positions in the phases, the spinor is not periodic in $k$: find its boundary condition before choosing a phase.
4. For the integer, square the Hamiltonian at uniform $\Delta$, and follow $Q$ to a value of $\Delta$ at which it is obvious.

## Solution

### (a) Wall charge and polarisation

Both bulks are insulating. Let $\bar x_L$ and $\bar x_R$ be the centres of their Wannier functions, measured from the A site of the cell. Far from the wall the occupied states are those of the bulk, up to exponentially small corrections. We may therefore use left Wannier functions for all cells $n\le n_L$ and right ones for all $n\ge n_R$, with $n_L$ and $n_R$ far from the wall but inside the region where $f=1$. These already account for the whole electron density far away. What remains of the occupied space is confined to the wall region and has a finite dimension $M$, which is an integer.

A Wannier function with centre $c$ contributes $\sum_j|w(x_j)|^2f(x_j)$ to the electron number in the window. Expand $f$ about $c$. The zeroth order gives $f(c)$, and the first order vanishes because $c$ is the mean position. The second order is of size $\Omega/\ell^2$, where $\Omega$ is the mean-square spread of the Wannier function. $\Omega$ is finite in an insulator but grows as the gap shrinks: it is $0.13\,a^2$ for the parameters of part (d) and $1.25\,a^2$ if $\delta$ and $\Delta$ are ten times smaller. Since about $\ell/a$ cells lie on the slopes of $f$, the total error is at most of order $\Omega/(a\ell)$ and disappears for a wide window.

Up to terms of order $a^2/\ell^2$, which likewise add up to a vanishing total, each $f(c)$ equals $1/a$ times the integral of $f$ over an interval of length $a$ centred on $c$. Hence
$$\sum_{n\ge n_R}f(na+\bar x_R)=\frac1a\int_{(n_R-\frac12)a+\bar x_R}^{\infty}f\,dx,\qquad
\sum_{n\le n_L}f(na+\bar x_L)=\frac1a\int_{-\infty}^{(n_L+\frac12)a+\bar x_L}f\,dx .$$
The two integrals miss the interval between their inner limits, where $f=1$. The electron number is therefore
$$N_f=\frac1a\int f\,dx-\left[n_R-n_L-1+\frac{\bar x_R-\bar x_L}{a}\right]+M .$$
The background sites have spacing $a/2$ and charge $e/2$, so their charge in the window is $\frac e2\cdot\frac2a\int f\,dx=\frac ea\int f\,dx$. Subtracting $eN_f$ gives
$$\frac Qe=\frac{\bar x_R-\bar x_L}{a}+\text{integer}. \tag{1}$$

The polarisation is the dipole moment per length. Electrons contribute $-e\bar x/a$. The two background charges of a cell contribute $\frac1a\left(\frac e2\cdot0+\frac e2\cdot\frac a2\right)=\frac e4$. Thus
$$P=-e\left(\frac{\bar x}{a}-\frac14\right)\ \text{modulo } e,\qquad Q=P_L-P_R\ \text{modulo } e .$$
The ambiguity of $P$ by multiples of $e$ arises because $\bar x$ may be assigned to any cell. The background charges must be grouped into cells in the same way in both bulks: pairing each A site with the B site on its left would shift both polarisations by $e/2$ (modulo $e$) and leave their difference unchanged. The integer in $Q$, by contrast, is physical: it depends on how many orbitals near the wall are filled.

### (b) Polarisation of the uniform chain

**Bloch Hamiltonian.** Give each site the phase $e^{ikx}$ of its true position, and set $\varphi=ka/2$. Site A has a B neighbour at distance $+a/2$ with amplitude $-(t+\delta)$ and one at $-a/2$ with amplitude $-(t-\delta)$. Therefore
$$H_{AB}=-(t+\delta)e^{i\varphi}-(t-\delta)e^{-i\varphi}=-2t\cos\varphi-2i\delta\sin\varphi .$$
Since $H_{AB}=h_x-ih_y$,
$$\mathbf h=(-2t\cos\varphi,\;2\delta\sin\varphi,\;\Delta),\qquad E^2=\Delta^2+4D,\qquad D=t^2\cos^2\varphi+\delta^2\sin^2\varphi .$$
The bands are $\pm E$. For $|\delta|<t$ the smallest $E$ is at $\varphi=\pi/2$, so the gap is $2\sqrt{\Delta^2+4\delta^2}$.

**Centre as a Berry phase.** The Wannier function of cell 0 has the amplitude $w_s(x)=\frac a{2\pi}\int dk\,e^{ikx}u_s(k)$ on the site of type $s$ at $x$. Using $xe^{ikx}=-i\partial_ke^{ikx}$ and integrating by parts,
$$x\,w_s(x)=\frac a{2\pi}\int dk\,e^{ikx}\,i\partial_ku_s,\qquad
\bar x=\frac a{2\pi}\int_0^{2\pi/a}dk\,\langle u|i\partial_ku\rangle .$$
The boundary term vanishes if $e^{ikx}u_s$ is periodic in $k$. When $k$ grows by $2\pi/a$, the factor $e^{ikx}$ is unchanged on A sites and changes sign on B sites. The component $u_B$ must therefore change sign, and $u_A$ must not.

**A suitable spinor.** Write $\mathbf h=E(\sin\theta\cos\chi,\sin\theta\sin\chi,\cos\theta)$. The lower-band state
$$u=\begin{pmatrix}-\sin(\theta/2)\\ e^{i\chi}\cos(\theta/2)\end{pmatrix}$$
meets this condition: for $\varphi\to\varphi+\pi$ both $h_x$ and $h_y$ change sign, so $e^{i\chi}\to-e^{i\chi}$, while $\theta$ is unchanged. It is smooth, because $h_x$ and $h_y$ never vanish together when $\delta\ne0$. In $\langle u|i\partial_ku\rangle$ the derivatives of $\theta$ cancel, which leaves
$$\langle u|i\partial_ku\rangle=-\cos^2(\theta/2)\,\partial_k\chi=-\tfrac12(1+\cos\theta)\,\partial_k\chi,\qquad \cos\theta=\frac\Delta E .$$

**The integral.** With $\tan\chi=h_y/h_x$,
$$\frac{d\chi}{d\varphi}=\frac{h_xh_y'-h_yh_x'}{h_x^2+h_y^2}
=\frac{-4t\delta\cos^2\varphi-4t\delta\sin^2\varphi}{4D}=-\frac{t\delta}{D}.$$
As $k$ crosses the zone, $\varphi$ runs from 0 to $\pi$, so
$$\frac{\bar x}a=\frac1{4\pi}\int_0^\pi d\varphi\left(1+\frac\Delta E\right)\frac{t\delta}{D}.$$
The substitution $\tan\varphi=z$ gives the first part:
$$\int_0^\pi\frac{t\delta}{D}d\varphi=2\int_0^\infty\frac{t\delta\,dz}{t^2+\delta^2z^2}=\pi\,\mathrm{sgn}\,\delta .$$
Hence
$$\frac{\bar x}a=\frac{\mathrm{sgn}\,\delta}4+F,\qquad F(\delta,\Delta)=\frac1{4\pi}\int_0^\pi d\varphi\,\frac\Delta E\,\frac{t\delta}{D}, \tag{2}$$
and $P=-e\left[(\mathrm{sgn}\,\delta-1)/4+F\right]$ modulo $e$.

**Closed form.** The integrand is symmetric about $\pi/2$. Replacing $\cos^2\varphi$ by $1-\sin^2\varphi$ gives
$$D=t^2(1-n\sin^2\varphi),\qquad E=\sqrt{4t^2+\Delta^2}\,\sqrt{1-m\sin^2\varphi},$$
$$n=1-\frac{\delta^2}{t^2},\qquad m=\frac{4(t^2-\delta^2)}{4t^2+\Delta^2}.$$
With the complete elliptic integral $\Pi(n|m)=\int_0^{\pi/2}d\varphi\,[(1-n\sin^2\varphi)\sqrt{1-m\sin^2\varphi}]^{-1}$,
$$F=\frac{\Delta\,\delta\,\Pi(n|m)}{2\pi t\sqrt{4t^2+\Delta^2}} . \tag{3}$$

Two limits confirm the signs for $\delta>0$. At $\Delta=0$, $F=0$ and $\bar x=a/4$, the middle of the strong bond. For $\Delta\to+\infty$, $\Delta/E\to1$ and $F\to1/4$, so $\bar x\to a/2$: the electron sits on the low-energy site B.

### (c) The wall charge

**Fractional part.** Let $\delta>0$ denote the value on the left. Since $F$ is odd in $\delta$,
$$\frac{\bar x_L}a=\frac14+F,\qquad\frac{\bar x_R}a=-\frac14-F,\qquad
\frac Qe=-\frac12-2F+\text{integer}=\frac12-2F+\text{integer}'.$$

**The wall level.** Let $S$ be $+1$ on A sites and $-1$ on B sites. Then $H=\Delta S+H_{\rm hop}$. Hopping connects A with B only, so $SH_{\rm hop}=-H_{\rm hop}S$ and the cross terms cancel in
$$H^2=\Delta^2+H_{\rm hop}^2 .$$
No level lies between $-\Delta$ and $+\Delta$, whatever the shape of the wall.

A zero mode of $H_{\rm hop}$ living on A must satisfy, at the B site of every cell, $(t+\delta)\psi_n+(t-\delta)\psi_{n+1}=0$ with the local values of $\delta$. In the bulks,
$$\left|\frac{\psi_{n+1}}{\psi_n}\right|=\frac{t+\delta}{t-\delta},$$
which exceeds 1 on the left and is below 1 on the right. The mode decays away from the wall on both sides. On sublattice B the ratio is inverted and the solution grows on both sides, so it is not a state. The wall thus has one zero mode of $H_{\rm hop}$, on A, and $\Delta S$ places it at energy $+\Delta$. This is the wall level meant below. A wide wall can bind further levels in the gap, in pairs $\pm\sqrt{\Delta^2+\varepsilon^2}$ with $\varepsilon\neq0$ an eigenvalue of $H_{\rm hop}$. For the parameters of part (d) and $\delta(x)\propto\tanh(x/3a)$ there is one such pair, at $\pm0.495$ eV. These levels leave $Q$ at half filling unchanged, but each one that is filled or emptied in addition changes $Q$ by a further $\mp e$.

**The integer.** At half filling, with the negative levels filled and the positive ones empty, the wall level is empty. Filled and empty levels are separated by at least $2\Delta$, so $Q$ changes continuously with $\Delta$ for all $\Delta>0$. The integer cannot jump and may be read off at any convenient point. For $\Delta\to\infty$ every B site holds one electron and every A site none. The charges then alternate as $\pm e/2$, also through the wall, and the smooth window gives $Q\to0$. Since $\frac12-2F\to0$ as well, the integer is zero:
$$Q_{\rm empty}=e\left(\tfrac12-2F\right),\qquad Q_{\rm filled}=Q_{\rm empty}-e . \tag{4}$$
The second result holds because the level lies wholly inside the window.

**SSH limit.** For $\Delta\to0$, $F\to0$ because $\Pi$ stays finite for $\delta\neq0$. Hence
$$Q=+\frac e2\ \text{(level empty)},\qquad Q=-\frac e2\ \text{(level filled)}.$$
The bulks thus fix the wall charge per spin only as $e/2$ modulo $e$; the filling of the zero mode selects the sign.

**Possible fractions.** At fixed $\varphi$,
$$\frac{\partial}{\partial\Delta}\frac\Delta E=\frac{E^2-\Delta^2}{E^3}=\frac{4D}{E^3}>0 .$$
So $F$ rises steadily from 0 to $1/4$, and $Q_{\rm empty}$ falls steadily from $e/2$ to 0. Every value in between occurs at one and only one $\Delta$. For this wall the value $e/2$ is reached only in the limit $\Delta\to0$, in which the two sublattices become equivalent.

**Large $\Delta$.** Because $\frac12=\frac1{2\pi}\int_0^\pi\frac{t\delta}Dd\varphi$ for $\delta>0$, Eq. (4) can be written as
$$\frac{Q_{\rm empty}}e=\frac1{2\pi}\int_0^\pi d\varphi\left(1-\frac\Delta E\right)\frac{t\delta}D .$$
For $\Delta\gg t$, $1-\Delta/E\simeq2D/\Delta^2$. The factor $D$ cancels and $Q_{\rm empty}\simeq e\,t\delta/\Delta^2$. For $t=1$ eV, $\delta=0.2$ eV and $\Delta=10$ eV this gives $0.0020\,e$, and the full formula gives $0.00197\,e$.

### (d) Numbers

The gap is $2\sqrt{0.3^2+4\cdot0.2^2}=1.0$ eV. The elliptic parameters are
$$n=1-0.04=0.96,\qquad m=\frac{4\cdot0.96}{4.09}=0.9389,\qquad \Pi(n|m)=22.845 ,$$
and Eq. (3) gives
$$F=\frac{0.3\cdot0.2\cdot22.845}{2\pi\sqrt{4.09}}=0.1079 .$$
The Wannier centres are $\bar x_L=0.3579\,a$ and $\bar x_R=-0.3579\,a$, equivalent to $0.6421\,a$. The polarisations are defined modulo $e$. With the integer fixed by Eq. (4), they can be taken as $P_L=-0.1079\,e$ and $P_R=-0.3921\,e$, so
$$Q_{\rm empty}=P_L-P_R=0.2843\,e=4.554\times10^{-20}\ \text{C},\qquad Q_{\rm filled}=-0.7157\,e .$$

The numerical output confirms the centres in two further ways: by a discretised Berry phase, and by diagonalising the position operator within the occupied states of an open chain containing the wall. The charge itself was summed over the sites of a ring with a wall and an antiwall. An abrupt wall and one spread over several cells give the same $Q$, with the wall level at $0.3$ eV and on sublattice A. The fraction is thus a property of the bulks, not of the wall profile. The half-filled ring as a whole is neutral, so the antiwall carries $-Q$; no fractional total charge arises.

With two spin species the background must be $+e$ per site, so that the half-filled chain stays neutral. Each species then contributes as above, and the charges add. The wall carries $2Q_{\rm empty}=0.569\,e$ with both levels empty, $-0.431\,e$ with one filled and $-1.431\,e$ with both filled. In the SSH limit these become $+e$, 0 and $-e$. All other filled orbitals are paired, so the neutral wall has spin $\tfrac12$ and the charged walls have none: the half charge per spin shows up as an unusual pairing of charge and spin.

The result requires insulating bulks and walls far apart compared with the decay lengths of the wall level and of the density disturbance. If $\delta$ and $\Delta$ both vanish in a bulk, the gap closes and $P$ is undefined. Interactions between electrons are outside this model. So are displacements of the atoms: the sites here stay equally spaced, whereas a real dimerisation shortens the strong bonds. For $\Delta\neq0$ the sites carry net charges $\pm q_A$, and moving each site by $u$ towards its strong-bond partner, at fixed hoppings, adds $4q_Au/a$ to $Q$. With $q_A=0.133\,e$ for the parameters above, $u=0.016\,a$ raises $Q_{\rm empty}$ from $0.284\,e$ to $0.293\,e$. In the SSH limit $q_A=0$ and the shift vanishes.

## Variation 1: weak dimerisation and a wall with charge $e/3$

*Find $Q_{\rm empty}$ for $\delta,\Delta\ll t$, and the $\Delta$ at which it equals $e/3$.*

The integral for $F$ is now dominated by $\varphi$ near $\pi/2$. Put $\varphi=\pi/2+y$ and $ty=\delta u$, so that $D\simeq\delta^2(1+u^2)$. With $r=\Delta/2\delta$,
$$F\simeq\frac1{4\pi}\int_{-\infty}^{\infty}\frac{r\,du}{(1+u^2)\sqrt{1+r^2+u^2}} .$$
Substitute $s=ru/\sqrt{1+r^2+u^2}$. Then
$$ds=\frac{r(1+r^2)\,du}{(1+r^2+u^2)^{3/2}},\qquad 1+s^2=\frac{(1+r^2)(1+u^2)}{1+r^2+u^2},$$
and the integrand becomes $ds/(1+s^2)$ between $-r$ and $r$. Thus $F\simeq\arctan(r)/2\pi$ and
$$Q_{\rm empty}\simeq e\left[\frac12-\frac{\arctan r}\pi\right]=\frac e\pi\arctan\frac{2\delta}\Delta .$$

For $\delta=0.2$ eV and $\Delta=0.3$ eV this gives $0.2952\,e$, about 4% above the lattice value $0.2843\,e$. If both parameters are reduced tenfold at fixed $t$, the lattice value becomes $0.2949\,e$, close to the limit.

For $Q=e/3$ the limiting formula requires $2\delta/\Delta=\tan(\pi/3)$. With $\delta=0.2$ eV this gives $\Delta=0.231$ eV. Solving $\frac12-2F=\frac13$ with Eq. (3) gives $0.217$ eV, and the charge summed on the ring at that value is $0.3333\,e$. The simple estimate of $\Delta$ is about 6% too high relative to the lattice solution.

## Variation 2: both parameters change at the wall

*Find the fractional part of $Q$ for a wall from $(\delta_L,\Delta_L)$ to $(\delta_R,\Delta_R)$. Must $\delta$ change sign?*

Part (a) did not assume a uniform $\Delta$. Inserting Eq. (2) into Eq. (1) gives
$$\frac Qe=\frac{\mathrm{sgn}\,\delta_R-\mathrm{sgn}\,\delta_L}4+F(\delta_R,\Delta_R)-F(\delta_L,\Delta_L)\quad\text{modulo }1 .$$
If $\delta$ keeps its sign, the first term vanishes but the difference of the $F$ values generally does not. From $(0.25,0.1)$ to $(0.1,0.4)$, in eV, the fractional part is $0.1463\,e$, although the strong bonds are the same on both sides. From $(0.2,0.3)$ to $(-0.3,0.1)$ it is $0.3633\,e$. The ring calculation reproduces both values modulo $e$.

The integer can again be fixed if $\Delta$ is positive on every site, even when it varies. Since $S$ anticommutes with the hopping, $SH+HS=2\Delta(x)$. In a normalised eigenstate of energy $E$ this gives $E\langle S\rangle=\langle\Delta\rangle$, and because $|\langle S\rangle|\le1$, no level lies closer to zero than the smallest $\Delta$. With the negative levels filled, $Q$ therefore changes continuously as $\Delta$ is raised everywhere, and it tends to 0 as in part (c). Since $F\to\mathrm{sgn}\,\delta/4$ in that limit,
$$\frac Qe=F(\delta_R,\Delta_R)-F(\delta_L,\Delta_L)-\frac{\mathrm{sgn}\,\delta_R-\mathrm{sgn}\,\delta_L}4 .$$
For the two examples this gives $0.1463\,e$ and $0.3633\,e$, with no further integer. If $\Delta$ changes sign, levels may cross zero, and one must count the filled levels at the wall or follow $Q$ from a known case along a path on which no level crosses between filled and empty.

## Computed values

```
t = 1.0 eV, delta = 0.2 eV, Delta = 0.3 eV
bulk gap = 1.0000 eV
elliptic n = 0.960000, m = 0.938875, Pi(n|m) = 22.844954
F = 0.107870
Wannier centre, formula: left 0.357870 a, right 0.642130 a
Wannier centre, Berry phase: left 0.357870 a, right 0.642130 a
P_left = -0.107870 e, P_right = -0.392130 e
Wannier centre, open chain: left 0.357870 a, right 0.642130 a
wall charge, formula = 0.284260 e = 4.5544e-20 C
ring, sharp wall: level empty 0.284260 e, filled -0.715740 e
  wall level at 0.300000 eV, weight on A = 1.000000
ring, smooth wall: level empty 0.284260 e, filled -0.715740 e
  wall level at 0.300000 eV, weight on A = 1.000000
two spins: both empty 0.568521 e, one filled -0.431479 e, both filled -1.431479 e
ring, Delta = -0.3 eV, half filling: -0.284260 e
SSH wall, ring: zero mode empty 0.500000 e, filled -0.500000 e
Delta (eV) | Q formula (e) | Q ring (e)
   0.05 | 0.458414 | 0.458414
   0.10 | 0.418054 | 0.418054
   0.30 | 0.284260 | 0.284260
   0.60 | 0.169177 | 0.169177
   1.00 | 0.098156 | 0.098156
   2.00 | 0.037595 | 0.037595
  10.00 | 0.001970 | 0.001970
general walls (delta, Delta in eV): P_L - P_R mod e | ring mod e
  (0.25, 0.1) -> (0.1, 0.4): 0.146275 e | 0.146275 e
  (0.2, 0.3) -> (-0.3, 0.1): 0.363305 e | 0.363305 e
continuum value (1/pi) arctan(2 delta/Delta) = 0.295167 e
  delta, Delta scaled by 1.00: Q = 0.284260 e
  delta, Delta scaled by 0.10: Q = 0.294949 e
  delta, Delta scaled by 0.01: Q = 0.295164 e
Delta for Q = e/3: 0.217315 eV, ring gives 0.333333 e
continuum estimate of that Delta: 0.230940 eV
```
